# Recovering a One-Electron Potential from Its Ground-State Density

**The situation.** A single non-relativistic electron moves in the field of a fixed point nucleus. The nucleus has charge $Z$ (in units of the elementary charge) and sits at a position $\mathbf R$; neither is disclosed. What is supplied is the electron density $n(\mathbf r)$, normalised to one electron. It is also known that

- the electron is in its ground state, which is bound;
- the potential energy $v$ is local, depends only on the distance $s=|\mathbf r-\mathbf R|$, is finite for $s>0$, diverges no faster than $1/s$ as $s\to0$, and tends to zero as $s\to\infty$.

Atomic units are used: lengths in bohr, energies in hartree, $\hbar=m_e=e=1$. The ground-state energy is $E<0$ and the ionisation energy is $I=-E$. A prime denotes $d/ds$.

## Part (a): from density to potential

**Question.** Show that the density fixes $v$ and $I$ separately, and express the result through the Laplacian of $\sqrt n$. Rewrite it in terms of $n$ and its derivatives.

**Answer.** The first task is to show that the wavefunction is $\sqrt n$, with no sign lost in taking the root.

In a central potential, angular momentum $l>0$ adds the positive term $l(l+1)/(2s^2)$ to the radial energy. Removing it from any such state lowers the energy expectation value, so the ground state has $l=0$. Its wavefunction can be taken as a real function $\psi=f(s)$.

Now compare $f$ with $|f|$. They have the same norm, the same potential energy and the same kinetic energy $\tfrac12\int|\nabla f|^2\,d^3r$. Hence $|f|$ also minimises the energy, and so it also satisfies the Schrödinger equation. If $|f|$ vanished at some $s_0>0$, it would have a minimum there, with zero value and zero slope. A second-order differential equation with these starting values has only the zero solution, so $f$ has no zero at $s_0>0$. At $s=0$ the regular solution has $sf\propto s$, so $f(0)\neq0$ as well. We may therefore choose $f>0$, and

$$\psi=\sqrt n .$$

The Schrödinger equation is $-\tfrac12\nabla^2\psi+v\psi=E\psi$. Moving $E\psi$ and the Laplacian to opposite sides gives $(v-E)\psi=\tfrac12\nabla^2\psi$. Division by $\psi>0$ gives

$$w(\mathbf r)\equiv\frac{\nabla^2\sqrt n}{2\sqrt n}=v(\mathbf r)-E=v(\mathbf r)+I .$$

The left side is computed from the density. Since $v\to0$ at large distance, $w\to I$ there, and then $v=w-I$. Without a convention for the zero of energy, the density would fix $v$ only up to a constant.

To write this in terms of $n$, put $g=\sqrt n$. Then $\nabla n=2g\nabla g$ and $\nabla^2n=2|\nabla g|^2+2g\nabla^2g$. Solving the second relation for $\nabla^2 g$ and dividing by $2g$,

$$w=\frac{\nabla^2n}{4g^2}-\frac{|\nabla g|^2}{2g^2}
=\frac{\nabla^2n}{4n}-\frac{|\nabla n|^2}{8n^2},$$

where the last step uses $|\nabla g|^2=|\nabla n|^2/(4n)$.

The sign of $w$ has a direct meaning. Where $w>0$, the potential lies above the total energy, and the region is classically forbidden. Where $w<0$, it is classically allowed.

## Part (b): an exponential density

**Question.** The density is found to have the form $n=C\,e^{-2\lambda s}$ with $\lambda>0$. Find $C$, $v$ and $I$. Which part of the Laplacian produces the position dependence of $v$?

**Answer.** Normalisation, with $\int_0^\infty s^2e^{-as}ds=2/a^3$, requires

$$1=4\pi C\int_0^\infty s^2e^{-2\lambda s}ds=4\pi C\,\frac{2}{(2\lambda)^3}=\frac{\pi C}{\lambda^3},
\qquad C=\frac{\lambda^3}{\pi}.$$

The square root is $f=\sqrt C\,e^{-\lambda s}$, so $f'=-\lambda f$ and $f''=\lambda^2f$. For a function of $s$ alone, $\nabla^2f=f''+2f'/s$. Therefore

$$w=\frac{f''}{2f}+\frac{f'}{sf}=\frac{\lambda^2}{2}-\frac{\lambda}{s}.$$

Letting $s\to\infty$ gives $I=\lambda^2/2$, and subtraction gives $v=-\lambda/s$. This is the Coulomb potential of a nucleus with $Z=\lambda$. The density is that of the hydrogenic 1s state.

The curvature term $f''/(2f)$ is constant. The whole Coulomb potential comes from the slope term $f'/(sf)$, which is present because the area of a sphere grows with its radius. The constant $C$ cancels in $w$: the shape of the density carries the information, and its normalisation gives a separate check.

The turning point, where $w=0$, lies at $s=2/Z$.

## Part (c): the Laplacian at the nucleus

**Question.** The function $e^{-Zs}$ has a kink at $s=0$. Does its Laplacian contain a delta function there, which the formula of part (b) would miss?

**Answer.** Let $f=e^{-Zs}$ and let $\varphi$ be a smooth function that decays rapidly. The Laplacian of $f$, including any delta function, is defined by the value of $\int f\nabla^2\varphi\,d^3r$. Cut out a small ball $s<\varepsilon$ and apply Green's identity outside it. The outward normal of the outer region points towards the nucleus, which gives the minus sign:

$$\int_{s>\varepsilon}\!\left(f\nabla^2\varphi-\varphi\nabla^2f\right)d^3r
=-\oint_{s=\varepsilon}\left(f\,\frac{\partial\varphi}{\partial s}-\varphi f'\right)dA .$$

The area is $4\pi\varepsilon^2$, while $f$, $f'$, $\varphi$ and its slope stay finite. The right side vanishes as $\varepsilon\to0$. The integrand $\varphi\nabla^2f$ diverges only as $1/s$, which the volume element $4\pi s^2ds$ makes integrable. Hence there is no delta function.

For comparison, $f=1/s$ has $f'=-1/s^2$. The term $+\oint\varphi f'\,dA$ then tends to $-4\pi\varphi(0)$, which is the known delta function in $\nabla^2(1/s)$. A finite slope at the centre is too weak to produce one.

With $Z=3$ and $\varphi=e^{-s^2}$, direct integration of the two sides, $\int f\nabla^2\varphi\,d^3r$ and $\int\varphi\nabla^2f\,d^3r$, gives $-1.650331$ bohr for both.

## Part (d): the position of the nucleus

**Question.** The supplied density has the form of part (b). Numerical differentiation gives, with positions in bohr and gradients in bohr$^{-1}$:

- at $\mathbf P_1=(1,0,0)$: $\nabla\ln n=(-5.1429,\,-2.5714,\,1.7143)$;
- at $\mathbf P_2=(0,0.5,-0.6)$: $\nabla\ln n=(2,-4,4)$.

Locate the nucleus, and find its distance from each point.

**Answer.** Since $\ln n=\ln C-2\lambda s$ and $\nabla s=(\mathbf r-\mathbf R)/s$,

$$\nabla\ln n=-2\lambda\,\frac{\mathbf r-\mathbf R}{s}.$$

The gradient points straight at the nucleus. The lines $\mathbf P_1+t\,\nabla\ln n(\mathbf P_1)$ and $\mathbf P_2+u\,\nabla\ln n(\mathbf P_2)$ must meet at $\mathbf R$:

$$\begin{aligned}
1-5.1429\,t&=2u,\\
-2.5714\,t&=0.5-4u,\\
1.7143\,t&=-0.6+4u.
\end{aligned}$$

Adding the last two equations removes $u$: $-0.8571\,t=-0.1$, so $t=0.1167$. The third equation gives $u=(0.6+0.2)/4=0.2$. The first equation was not used, and it is satisfied: $1-0.6=0.4=2u$. Thus

$$\mathbf R=(0.4,\,-0.3,\,0.2)\ \text{bohr}.$$

The distances are

$$s_1=\sqrt{0.6^2+0.3^2+0.2^2}=0.7\ \text{bohr},\qquad
s_2=\sqrt{0.4^2+0.8^2+0.8^2}=1.2\ \text{bohr}.$$

The construction needs a density that is spherical about one centre, and two points that are not collinear with that centre. If they were, the two lines would coincide.

## Part (e): charge and ionisation energy from the Laplacian

**Question.** At the same points $w(\mathbf P_1)=0.2143$ and $w(\mathbf P_2)=2.0000$ hartree. Assuming a Coulomb potential, find $Z$, $I$ and the values of $v$. How sensitive is the method to small ripples in the density?

**Answer.** With $v=-Z/s$, part (a) reads $w=I-Z/s$. Subtracting the two equations removes $I$:

$$2.0000-0.2143=Z\left(\frac1{0.7}-\frac1{1.2}\right)=0.5952\,Z,\qquad Z=3.000 .$$

Then $I=w(\mathbf P_2)+Z/s_2=2.0+2.5=4.5$ hartree, or about 122.5 eV. The system is the ion Li$^{2+}$, in the model with a fixed nucleus and without relativity. The result agrees with $Z^2/2=4.5$ hartree from part (b), a relation that was not used to obtain it.

The potential follows from $v=w-I$:

$$v(\mathbf P_1)=0.2143-4.5=-4.2857\ \text{hartree},\qquad v(\mathbf P_2)=2.0-4.5=-2.5\ \text{hartree}.$$

The turning point is at $2/Z=0.667$ bohr. The first point lies just outside it, which is why $w$ there is positive but small.

For the sensitivity, replace $\sqrt n=g$ by $g(1+\eta)$ with $|\eta|\ll1$. The product rule gives

$$\frac{\nabla^2[g(1+\eta)]}{2g(1+\eta)}
=w+\frac{2\nabla g\cdot\nabla\eta+g\nabla^2\eta}{2g(1+\eta)}
\approx w+\nabla\ln g\cdot\nabla\eta+\tfrac12\nabla^2\eta .$$

A relative ripple $\epsilon\cos kx$ in $n$ corresponds to $\eta=\tfrac12\epsilon\cos kx$ at first order. The last term then has amplitude $\epsilon k^2/4$. For $\epsilon=10^{-3}$ and $k=20$ bohr$^{-1}$ this is 0.1 hartree. A density that is accurate to one part in a thousand can thus give a poor potential if its error varies rapidly in space.

## Part (f): what the cusp measures

**Question.** Now let $v=-Z/s+{}$(a term bounded near the nucleus), not necessarily a pure Coulomb potential. Find the logarithmic slope of $n$ at the nucleus. In the supplied density, the slopes of $\ln n$ on leaving the nucleus in two opposite directions add to $-12$ bohr$^{-1}$. What is $Z$?

**Answer.** Since $f''+2f'/s=(s^2f')'/s^2$, the radial equation can be written as

$$(s^2f')'=2s^2(v-E)f=-2Zs\,f+O(s^2).$$

Integrate from $0$ to $s$. The regular solution has $s^2f'\to0$ at the origin, and $f$ is continuous there, so to leading order $f$ may be replaced by $f(0)$:

$$s^2f'(s)=-2Zf(0)\int_0^s t\,dt+o(s^2)=-Zs^2f(0)+o(s^2).$$

Hence $f'(0^+)=-Zf(0)$. Because $n=f^2$, we have $n'/n=2f'/f$, and

$$Z=-\frac12\,\frac{d\ln n}{ds}\bigg|_{s\to0^+}.$$

This is Kato's cusp condition for one electron. The energy and the bounded part of $v$ have dropped out, so the cusp measures the nuclear charge alone.

Each outward slope is $-2Z$, and two opposite ones add to $-4Z=-12$ bohr$^{-1}$, so $Z=3$. At a point where $n$ is smooth, opposite slopes cancel; at $\mathbf P_1$ their sum is zero to the four decimals computed. The kink therefore also marks the position of the nucleus.

## Part (g): what the decay measures

**Question.** Far from the nucleus let $v=-q/s$, up to terms that vanish faster than any power of $1/s$. Find the decay rate $-\tfrac12\,d\ln n/ds$ through order $1/s^2$, in terms of $q$ and $\kappa=\sqrt{2I}$. For the supplied density, $\ln n$ (with $n$ in bohr$^{-3}$) is $-27.8489$ at $s=5$ bohr and $-45.8489$ at $s=8$ bohr. Find $I$.

**Answer.** Let $h=f'/f$. Then $f''/f=h'+h^2$, and twice the relation $w=v+I$ becomes

$$h'+h^2+\frac{2h}{s}=\kappa^2-\frac{2q}{s}.$$

A bound state decays, so the large-distance expansion starts with $-\kappa$. Insert $h=-\kappa+b/s+c/s^2+\dots$ and collect powers:

- order $1/s$: $-2\kappa b-2\kappa=-2q$, so $b=q/\kappa-1$;
- order $1/s^2$: $-b+(b^2-2\kappa c)+2b=0$, so $c=b(b+1)/(2\kappa)$.

Since $\ln n=2\ln f$, the required rate is $-h$:

$$-\frac12\frac{d\ln n}{ds}=\kappa+\frac{1-q/\kappa}{s}-\frac{c}{s^2}+\dots$$

The limit at infinity gives $\kappa$, and $I=\kappa^2/2$. At finite distance there is a correction, which corresponds to a power $s^{b}$ multiplying $e^{-\kappa s}$ in $f$.

For the 1s state of a bare nucleus, $q=Z=\kappa$. Then $b=c=0$, in agreement with the pure exponential of part (b), and the rate may be read at any distance. The data give

$$\kappa=\frac{-27.8489+45.8489}{2(8-5)}=3.000\ \text{bohr}^{-1},\qquad I=\frac{3^2}{2}=4.5\ \text{hartree}.$$

Extrapolating back to the nucleus gives $\ln C=-27.8489+2(3)(5)=2.1511$, so $C=8.594$ bohr$^{-3}$. This equals $Z^3/\pi=27/\pi$, as normalisation requires.

## Part (h): when cusp and decay disagree

**Question.** In a model with a screened nucleus, $v=-(1+2e^{-2s})/s$. Its ground state, found by numerical diagonalization, has $I=1.9439$ hartree. State what the cusp and the tail should show. The local decay rate at $s=6$ bohr is found to be $2.0556$ bohr$^{-1}$; explain its value. How can $I$ be found from $w$ at two distant points without knowing $q$?

**Answer.** Near the nucleus $e^{-2s}=1-2s+\dots$, so $v=-3/s+4+\dots$. The cusp charge is 3, and the computed density gives 3.0000. Far away the exponential dies out and $q=1$.

The logarithmic slope of the density at the nucleus is thus the same as in Li$^{2+}$, but the ionisation energy is not. Using $Z^2/2=4.5$ hartree here would overestimate $I$ by a factor of 2.3. That relation belongs to the bare Coulomb potential.

The decay constant is $\kappa=\sqrt{2(1.9439)}=1.9718$ bohr$^{-1}$. Part (g) gives $b=1/1.9718-1=-0.4928$, and the first correction at 6 bohr is $0.4928/6=0.0821$. This raises the predicted rate to $2.0539$. For the next term, $c=(-0.4928)(0.5072)/(2\times1.9718)=-0.0634$, and $-c/36=0.0018$. The sum is $2.0557$ bohr$^{-1}$, which agrees with the observed rate to about $10^{-4}$ bohr$^{-1}$. Had the local rate been taken for $\kappa$, the result would have been $I=2.0556^2/2=2.113$ hartree, about 9% above the true value of this model.

The Laplacian avoids this correction. In the tail $w=I-q/s$, so $sw=Is-q$ is a straight line in $s$ with slope $I$:

$$I=\frac{s_bw(s_b)-s_aw(s_a)}{s_b-s_a}.$$

With $s_a=5$ and $s_b=6$ bohr the computed density gives $1.9440$ hartree. The remaining screening adds $-2e^{-2s}$ to $sw$, which shifts the estimate by $2(e^{-10}-e^{-12})\approx0.00008$ hartree. This accounts for the difference from $1.9439$ within rounding.

Subtracting $I$ from $w$ at 0.5, 1.0 and 2.0 bohr returns $-3.4715$, $-1.2707$ and $-0.5183$ hartree, equal to the input potential to the digits shown. The inversion of part (a) does not depend on the potential being Coulombic.

## Part (i): limits of the method

**Question.** What changes if the density belongs to (i) an excited s state with a radial node, or (ii) two electrons of opposite spin in one orbital of a mean-field model?

**Answer.** (i) Now $\sqrt n=|\psi|$. At a node $s_0$ the slope of $|f|$ jumps from $-|f'(s_0)|$ to $+|f'(s_0)|$. The second derivative of $|f|$ therefore contains $2|f'(s_0)|\,\delta(s-s_0)$, which is not part of the true potential. Away from the node the signs cancel in $\nabla^2\psi/\psi$, and the formula still gives $v-E$, with $E$ the energy of the excited state.

(ii) The density is $n=2\phi^2$, and the factor 2 cancels in $w$. The inversion returns the potential in the equation for $\phi$. This is the effective mean-field potential, which includes the repulsion between the electrons, and not the attraction of the nucleus alone. The density must therefore be known to belong to one electron before $v$ can be read as the field of the nucleus.

The computed values used in parts (c) to (h) are listed in the numerical output.

## Values computed for the example and the checks

```
Li2+, non-relativistic, fixed point nucleus
Density prefactor: 8.5944 bohr^-3
Density exponent 2Z: 6.0 bohr^-1
Supplied nuclear position (bohr): [ 0.4 -0.3  0.2]
Integrated density: 1.000000 electrons
Energy from diagonalization: -4.500000 hartree
Point 1 (bohr): [1. 0. 0.]
  grad ln n (bohr^-1): [-5.1429 -2.5714  1.7143]
  distance from recovered nucleus: 0.7000 bohr
  w from sqrt(n): 0.2143 hartree
  w from n: 0.2143 hartree
  recovered potential: -4.2857 hartree
  Coulomb potential -Z/s: -4.2857 hartree
Point 2 (bohr): [ 0.   0.5 -0.6]
  grad ln n (bohr^-1): [ 2. -4.  4.]
  distance from recovered nucleus: 1.2000 bohr
  w from sqrt(n): 2.0000 hartree
  w from n: 2.0000 hartree
  recovered potential: -2.5000 hartree
  Coulomb potential -Z/s: -2.5000 hartree
Recovered position (bohr): [ 0.4 -0.3  0.2]
Curvature part of w, point 1: 4.5000 hartree
Slope part of w, point 1: -4.2857 hartree
Opposite slope sum at nucleus: -12.0000 bohr^-1
Opposite slope sum at point 1: 0.0000 bohr^-1
Charge from w: 3.0000 e
Charge from cusp: 3.0000 e
Decay sampled at: 5.0 and 8.0 bohr
ln(n in bohr^-3) there: -27.8489, -45.8489
Decay rate kappa: 3.0000 bohr^-1
Ionisation energy from w: 4.5000 hartree
Ionisation energy from decay: 4.5000 hartree
Ionisation energy from decay: 122.45 eV
Weak Laplacian, two sides: -1.650331, -1.650331 bohr
Screened contrast model
Nuclear charge, tail charge: 3.0, 1.0 e
Screening rate: 2.0 bohr^-1
v at 0.5 bohr, recovered/input: -3.4715/-3.4715 hartree
v at 1.0 bohr, recovered/input: -1.2707/-1.2707 hartree
v at 2.0 bohr, recovered/input: -0.5183/-0.5183 hartree
Charge from cusp: 3.0000 e
Ionisation energy, diagonalization: 1.9439 hartree
Ionisation energy, w at 5 and 6 bohr: 1.9440 hartree
Z^2/2 for comparison: 4.5000 hartree
kappa: 1.9718 bohr^-1
Local decay rate at 6.0 bohr: 2.0556 bohr^-1
Rate with 1/s correction: 2.0539 bohr^-1
```
